Rayleigh depletion of a finite, stirred liquid alloy sputter target

A dish holds a liquid alloy of two metals, A and B. Ions strike its surface and eject atoms, which leave for good. Nothing is added to the pool. It contains N_A atoms of A and N_B atoms of B, with initial values N_A0 and N_B0. Further symbols are

N = N_A + N_B, x = N_A/N, f = N/N0,

where N0 and x0 are the initial values of N and x. The pool is stirred so well that x is the same everywhere, up to the surface.

The component yields Y_A and Y_B are defined per unit bulk fraction: one incident ion removes on average Y_A x atoms of A and Y_B (1 − x) atoms of B. Their ratio is r = Y_A/Y_B. Evaporation, chemical reactions and the return of sputtered atoms are left out at first. The atom numbers are large, so average rates suffice.

**(a) Assume that r is constant. How is the remaining amount of A related to that of B? Which quantities may vary during the run without changing the relation?**

Let Q be the number of ions that have struck the pool. The definition of the yields gives the two balances

dN_A/dQ = −Y_A N_A/N,
dN_B/dQ = −Y_B N_B/N.

The minus signs express loss. Dividing the first balance by the second removes both Q and N:

dN_A/dN_B = r N_A/N_B.

The variables separate:

dN_A/N_A = r dN_B/N_B.

With r constant, integration from the initial state to the present one gives

ln(N_A/N_A0) = r ln(N_B/N_B0),

and therefore

N_A/N_A0 = (N_B/N_B0)^r.

This is Rayleigh depletion. At r = 1 both components keep the same remaining fraction, and the composition does not change. At r > 1 the remaining fraction of A is the smaller one, because N_B/N_B0 is below one and is raised to a power above one.

The ion current is absent from the result, since it governs how fast Q grows but not the path in the plane of N_A and N_B. The target area is absent for the same reason. If the ion energy drifts so that both yields are multiplied by the same factor g(Q), this factor cancels in the division. The relation thus needs a constant ratio, not constant yields.

If r does vary, the separated equation still holds, and its integral is

ln(N_A/N_A0) = ∫ r d(ln N_B).

The exponent is then replaced by the average of r over ln N_B along the path.

The balances describe averages, whereas real emission is random. A simulation that removed atoms one at a time, starting from 200 000 of each kind and stopping at 20 % of the total, used Y_A = 1.5 and Y_B = 1.2. It gave ln(N_A/N_A0)/ln(N_B/N_B0) = 1.249, against r = 1.250. Counting noise scatters this ratio by about 0.004 from run to run.

**(b) What is the composition of the emitted atoms at a given moment, and in which direction does the pool drift? Find the state of the pool when a fraction f of all atoms remains.**

The emitted fraction of A is its share in the loss per ion:

y = Y_A x/[Y_A x + Y_B (1 − x)] = r x/(r x + 1 − x).

The last form follows on division by Y_B. The difference from the pool composition is

y − x = [r x − r x² − x + x²]/(r x + 1 − x)
= (r − 1) x (1 − x)/(r x + 1 − x).

For a mixture with r > 1 the emission is richer in A than the pool. To find the drift, write N_A = xN. Of the dN atoms lost, a fraction y is A, so

d(xN) = y dN,
x dN + N dx = y dN,
dx/d(ln N) = y − x.

Since N falls, x falls when y > x. The pool loses its more readily sputtered component, and the emission follows it towards B.

For the state at given f, let b = N_B/N_B0. Then N_B/N0 = (1 − x0) b, and part (a) gives N_A/N0 = x0 b^r. Their sum is f:

x0 b^r + (1 − x0) b = f.

The left side rises steadily from 0 at b = 0 to 1 at b = 1, so there is one root for each f between these limits. The composition is x = x0 b^r/f.

The inverse relation is explicit. Insert N_A = xN and N_B = (1 − x)N into the power law:

f x/x0 = [f (1 − x)/(1 − x0)]^r.

Collect the powers of f on the left:

f^(1−r) = (x0/x) [(1 − x)/(1 − x0)]^r.

Taking the reciprocal and then the root of order r − 1 gives, for r ≠ 1,

f = {(x/x0) [(1 − x0)/(1 − x)]^r}^(1/(r−1)).

At r = 1 this form is undefined because x stays at x0 and no longer tells how much is left. The equation for b remains valid there and gives b = f.

Near exhaustion with r > 1,

N_A/N_B = (N_A0/N_B0) b^(r−1) → 0,

so the last liquid tends to pure B. The approach is slow if r is close to one, because the exponent r − 1 is small.

The atoms collected since the start have a different composition from those emitted now. By conservation, their fraction of A is

x_col = (N_A0 − N_A)/(N0 − N) = (x0 − f x)/(1 − f).

As f → 0 this returns to x0: when everything has been emitted, the total emission has the composition of the original charge.

**(c) Now let Y_A and Y_B be constant separately. How many ions are needed to reach a given state?**

Divide each balance of part (a) by its yield and multiply by dQ:

dN_A/Y_A = −(N_A/N) dQ,
dN_B/Y_B = −(N_B/N) dQ.

The two fractions N_A/N and N_B/N add up to one. The sum is

dN_A/Y_A + dN_B/Y_B = −dQ.

For constant yields this integrates to

Q = (N_A0 − N_A)/Y_A + (N_B0 − N_B)/Y_B.

Each atom of A costs 1/Y_A ions and each atom of B costs 1/Y_B ions, whatever the order of removal. Exhaustion needs

Q_end = N_A0/Y_A + N_B0/Y_B.

With singly charged ions and a constant ion current I, the time is t = Qe/I. This result asks for more than part (a): a common drift of both yields changes the dose, although it leaves the power law intact.

**(d) The surface layer of a liquid alloy may be enriched in one component. Let its fraction s of A obey s/(1 − s) = K x/(1 − x), with K constant. Does the power law survive?**

Suppose first that all sputtered atoms come from this first layer. Let S_A and S_B be constant yields per unit surface fraction. Solving the segregation relation for s gives

s = Kx/D, 1 − s = (1 − x)/D, D = Kx + 1 − x.

One ion removes S_A s atoms of A, which by definition equals Y_A x. The same holds for B. Hence

Y_A = S_A K/D, Y_B = S_B/D.

Both yields vary with composition through D, but their ratio does not:

r = K S_A/S_B.

The power law survives with this exponent. A yield ratio measured on the liquid and referred to its bulk composition already contains K, which must not be inserted a second time.

The dose law of part (c) fails if Y_A and Y_B are treated as constants, but it has a counterpart. The balances are now dN_A = −S_A s dQ and dN_B = −S_B (1 − s) dQ. Dividing by S_A and S_B and adding gives

dN_A/S_A + dN_B/S_B = −dQ,

so the dose has the old form with S in place of Y.

Next let a share β of the emission sample the first layer and the rest sample layers of bulk composition. The sampled fraction of A is m = βs + (1 − β)x, and

m/x = βK/D + 1 − β,
(1 − m)/(1 − x) = β/D + 1 − β.

The ratio of the component yields follows on multiplying both expressions by D:

r = (S_A/S_B) [βK + (1 − β)D]/[β + (1 − β)D].

For 0 < β < 1 and K ≠ 1 this depends on x through D, and a fixed exponent is an approximation. It is good when K is close to one, since D then hardly changes. Strong segregation with mixed emission depths needs the integral over r from part (a).

**(e) Replace perfect stirring by diffusion alone. When is the pool still well mixed, and what happens in the opposite limit?**

Let the liquid have depth h, diffusivity D_L and a surface receding at speed v. Take equal atomic volumes, no convection and a constant v that is the same over the whole surface, so that only mixing in depth matters. The height z runs from 0 at the bottom to h at the surface, and c(z, t) is the local fraction of A, with mean c̄. In the liquid

∂c/∂t = D_L ∂²c/∂z²,

with ∂c/∂z = 0 at the bottom. The surface moves down through the liquid, so relative to it A arrives at the rate v c − D_L ∂c/∂z per unit atomic density. This must equal the emission, v y:

D_L ∂c/∂z = v (c − y) at z = h.

The comparison of removal with mixing is made by the Péclet number

Pe = vh/D_L,

which is the diffusion time h²/D_L divided by the removal time h/v.

For Pe ≪ 1 the profile is nearly flat. The content of A obeys d(h c̄)/dt = −v y, and dh/dt = −v, so

h dc̄/dt = −v (y − c̄).

To leading order every height follows the mean, ∂c/∂t ≈ dc̄/dt. The diffusion equation becomes

D_L ∂²c/∂z² = −(v/h)(y − c̄).

Integrate twice, with zero slope at the bottom:

c(z) = c(0) − v (y − c̄) z²/(2hD_L).

The average of z² over the depth is h²/3, while its surface value is h². Therefore

c̄ − c(h) = [v (y − c̄)/(2hD_L)] (h² − h²/3) = Pe (y − c̄)/3.

For r > 1 the surface fraction of A lies below the mean, by a third of Pe times the difference y − c̄. Rayleigh depletion is recovered as Pe → 0, even without a stirrer.

For Pe ≫ 1 the depleted region does not reach the bottom. After enough removal it becomes steady in the frame of the surface. Let d = h − z be the depth below the surface. The flux of A towards the surface is then the same at every depth:

v c + D_L dc/dd = constant.

Deep down, c = x0 and the gradient vanishes, so the constant is v x0. At the surface the flux is v y. Hence

y = x0.

The emission has the composition of the untouched bulk, as for a solid target with a steady altered layer. From y/(1 − y) = r c_s/(1 − c_s), where c_s is the surface fraction, follows

c_s = x0/[x0 + r (1 − x0)],

and the profile is c = x0 + (c_s − x0) exp(−vd/D_L). The layer has thickness D_L/v. The power law for the total contents fails here, because the surface no longer represents the mean. The steady state does not last to exhaustion: Pe falls as the pool gets shallower, and once it is of order one the depleted region reaches the bottom and the emission drifts away from x0.

A numerical solution of the diffusion problem with x0 = 0.90, r = 1.25 and initial Pe = 40 gave, after half the depth was removed, 87.8 at% A at the surface and 90.0 at% in the emission. The formula gives 0.90/(0.90 + 0.125) = 0.878.

**(f) A pool of 100 g of liquid indium-tin with 90 at% In is sputtered by argon ions of 500 eV. The ion current is 0.2 A. Take Y_In = 1.5 and Y_Sn = 1.2. Follow the composition and the time.**

The yields are assumed values, chosen to show the effect of a moderate preference for indium; a real run needs measured ones. Their ratio is r = 1.5/1.2 = 1.25. The pool contains 5.227 × 10²³ atoms and receives 1.248 × 10¹⁸ ions per second.

At f = 0.10 the equation of part (b) reads

0.90 b^1.25 + 0.10 b = 0.10.

Its root is b = 0.1512, for which b^1.25 = 0.0943. Thus 15.1 % of the tin but 9.4 % of the indium remains. The pool fraction is

x = 0.90 × 0.0943/0.10 = 0.849,

and the emission at that moment contains

y = 1.25 × 0.849/(1.25 × 0.849 + 0.151) = 0.875

of indium. The ion dose per initial atom is

Q/N0 = (0.90 − 0.0849)/1.5 + (0.10 − 0.0151)/1.2 = 0.614.

Multiplication by N0 and division by the ion rate gives 2.57 × 10⁵ s, or 71.4 h. The course of the run, in at% In, is:

Start: pool 90.0, emission 91.8.
50 % left, 39.6 h: pool 88.7, emission 90.7, collected 91.3.
20 % left, 63.5 h: pool 86.6, emission 89.0, collected 90.8.
10 % left, 71.4 h: pool 84.9, emission 87.5, collected 90.6.

Exhaustion would take 79.5 h. The tin content of the emission rises from 8.2 to 12.5 at% by the last row, about one and a half times its initial value. The collected material changes much less because it averages over the run and must return to 90 at% In at exhaustion. A single thick deposit therefore has a graded composition, if both metals travel and stick equally well, even though its average is close to that of the charge.

**(g) Which neglected effects matter for this pool? Use an area of 20 cm², a temperature of 473 K, a density of 7.0 g/cm³ and D_L = 2.0 × 10⁻⁵ cm²/s.**

*Stirring.* The initial depth is 7.14 mm. The initial total yield is 0.90 × 1.5 + 0.10 × 1.2 = 1.47 atoms per ion, and the surface recedes at 25 nm/s. This gives

Pe = (2.51 × 10⁻⁶ cm/s)(0.714 cm)/(2.0 × 10⁻⁵ cm²/s) = 0.090.

Diffusion alone would nearly suffice, provided the ions strike the whole surface evenly. Sideways mixing is much slower. For a round dish of this area, radius R = 2.5 cm, the time R²/D_L is about 88 h, comparable to the whole run. If the erosion is concentrated in a ring or a spot, as under a magnetron, diffusion does not keep the pool uniform, the shift from perfect stirring can be several times the value given below, and convection or a stirrer is needed. The following numbers hold for even bombardment. With v held at its initial value, the numerical solution at 50 % remaining has a surface poorer in In than the mean by 0.031 at%; the small-Pe formula gives the same to this precision. At 10 % remaining the pool is richer in In by 0.06 at% than under perfect stirring. The sign follows from the In-poor surface, which emits less indium. Doubling the mesh from 25 to 50 cells changes this pool value by less than 0.0001 at%.

*Segregation.* Suppose that indium has the lower surface tension by 10 mN/m, a value assumed here for illustration. For an ideal surface layer with area a per atom, taken as the atomic number density to the power −2/3, or 9.1 × 10⁻²⁰ m², this suggests K = exp(Δγ a/k_BT) = 1.15. With β = 0.85 and S_In/S_Sn held at 1.25, the initial r becomes 1.41. At 10 % remaining the pool then has 81.8 at% In instead of 84.9. Keeping r at its initial value gives the same composition to 0.01 at%, so the power law remains good here although its exponent has changed. The value of r matters more than its drift.

*Yield ratio.* Without segregation, r = 1.15 gives 86.9 at% In at 10 % remaining, and r = 1.35 gives 82.9 at%. An uncertainty of 0.10 in r thus moves the result by about 2 at%. Unequal return of sputtered atoms acts in the same way: if fractions R_A and R_B fall back into the pool, r is multiplied by (1 − R_A)/(1 − R_B). Equal fractions cancel.

*Heat.* Evaporation of pure indium, estimated from a latent heat of 2.4 eV and a boiling point of 2300 K, is below 10⁻¹⁴ of the initial sputter flux at 473 K. It would reach 1 % near 900 K. If all the ion energy is conducted down through the liquid, the heat flux is 5 × 10⁴ W/m². With a conductivity of 40 W/(m K), the temperature drop across the initial depth is 9 K. The pool can therefore stay cool enough if the dish is cooled.

*Shape.* A surface tension of 0.55 N/m gives a capillary length of 2.8 mm. A wide puddle that meets a flat dish at contact angle θ has an equilibrium height of 2 sin(θ/2) capillary lengths, or 4.0 mm at 90°. Once the uniform depth falls below this height, here with about 56 % remaining, the liquid can draw together and expose the bottom. At 10 % remaining the uniform depth is only 0.7 mm, so the liquid must wet the dish well to keep it covered. A change of area does not alter the power law, but ions that miss the liquid lengthen the run.

*The real case.* The current density, 10 mA/cm², and the ion energy are of the order met in magnetron sputtering, and the model describes metallic operation in argon. Two of its assumptions are easily broken in practice. If oxygen is added to deposit indium-tin oxide, an oxide skin can form on the liquid; the metallic yields and the assumed surface composition then no longer apply, and the shift is not estimated here. If the pool is refilled with the original alloy to keep N constant, each replaced atom changes N_A by x0 − y on average. Since y rises with x, the pool settles where y = x0, at x = x0/[x0 + r (1 − x0)] = 0.878. After about five pool contents have been replaced, it stays near 87.8 at% In instead of falling to 84.9 at% and below. Rayleigh depletion belongs to the closed charge.

The full set of values is in the numerical output below.

Table of computed values

```
component yields In, Sn: 1.5, 1.2 atoms/ion
yield ratio r: 1.250
pool: 100 g, 20 cm2, 473 K
ion current: 0.2 A; ion energy: 500 eV
density: 7.0 g/cm3; diffusivity: 2.0e-05 cm2/s
initial atoms: 5.227e+23
ions per second: 1.248e+18 1/s
initial depth: 7.14 mm
initial total yield: 1.470 atoms/ion
initial In in pool, emission: 90.00, 91.84 at%
at 50 % of atoms remaining:
  In left, Sn left: 49.25, 56.75 % of own start
  In in pool, emission: 88.65, 90.71 at%
  In in all emitted atoms: 91.35 at%
  time: 39.61 h
at 20 % of atoms remaining:
  In left, Sn left: 19.25, 26.76 % of own start
  In in pool, emission: 86.62, 89.00 at%
  In in all emitted atoms: 90.85 at%
  time: 63.46 h
at 10 % of atoms remaining:
  In left, Sn left: 9.43, 15.12 % of own start
  In in pool, emission: 84.88, 87.52 at%
  In in all emitted atoms: 90.57 at%
  time: 71.44 h
exhaustion time: 79.48 h
random simulation, ratio of logs: 1.2487
solid limit, In at surface: 87.81 at%
solid limit, In in emission: 90.00 at%
surface recession: 25.1 nm/s; Peclet: 0.0896
no stirring, mean-surface In at 50 %: 0.0306 at%
  small-Peclet estimate: 0.0307 at%
no stirring, pool In shift at 10 %: 0.0590 at%
  mesh shift, 25 to 50 cells: -3.7e-05 at%
surface-tension gap: 10 mN/m; K: 1.149
first-layer share: 0.85; initial r with K: 1.405
pool In at 10 % with segregation: 81.84 at%
  same with r held at initial value: 81.84 at%
pool In at 10 % for r = 1.15: 86.90 at%
pool In at 10 % for r = 1.35: 82.91 at%
evaporation/sputtering at 473 K: 6.1e-15
evaporation reaches 1 % of sputtering at: 915 K
temperature drop across pool: 8.9 K
capillary length: 2.83 mm
```
